# The correlation potential of two electrons in a harmonic well: test program

```python
"""
Result under test: two electrons in the well omega^2 r^2 / 2 with omega = 1/2
have a density whose Kohn-Sham inversion, with orbital energy 5/4, gives
a correlation potential vc that is positive at the centre, negative in a shell
and positive in the tail, vc -> 1/(2 r^2). LDA and PBE miss this pattern.
Hartree atomic units: lengths in bohr, energies and potentials in hartree.
n = density, vH = Hartree potential, vx = -vH/2, vxc = vx + vc,
Q = density divided by C exp(-r^2/2), sigma = |grad n|^2.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf
from pyscf.dft import libxc

pi = np.pi
omega = 0.5
total_energy = 2.0
one_electron_energy = 1.5 * omega
orbital_energy = total_energy - one_electron_energy
C = 2 / ((2 * pi)**1.5 * (2.5 + 4 / np.sqrt(pi)))


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def q_function(r):
    """Q, Q'/r and Q''; a Taylor series is used close to the centre."""
    r = np.asarray(r, dtype=float)
    small = r < 0.02
    s = np.where(small, 1.0, r)
    g = np.sqrt(2 / pi) * np.exp(-s**2 / 2)
    f = erf(s / np.sqrt(2))
    m0 = 2 * np.sqrt(2 / pi)
    m = np.where(small, m0 * (1 + r**2 / 6 - r**4 / 120), g + (s + 1 / s) * f)
    m1r = np.where(small, m0 * (1 / 3 - r**2 / 30),
                   ((1 - 1 / s**2) * f + g / s) / s)
    m2 = np.where(small, m0 * (1 / 3 - r**2 / 10), 2 * f / s**3 - 2 * g / s**2)
    return 1.75 + r**2 / 4 + m, 0.5 + m1r, 0.5 + m2


def log_derivatives(r):
    """(ln n)'/r and (ln n)''."""
    q, q1r, q2 = q_function(r)
    return -1 + q1r / q, -1 + q2 / q - (r * q1r / q)**2


def density(r):
    return C * np.exp(-np.asarray(r)**2 / 2) * q_function(r)[0]


def density_derivatives(r):
    """n, n', n'' and the Laplacian of n."""
    n = density(r)
    l1r, l2 = log_derivatives(r)
    second = n * (l2 + (r * l1r)**2)
    return n, n * r * l1r, second, second + 2 * n * l1r


def repulsion_potential(r):
    """vs - vext from inversion of the density."""
    l1r, l2 = log_derivatives(r)
    return (orbital_energy + l2 / 4 + (r * l1r)**2 / 8 + l1r / 2
            - omega**2 * r**2 / 2)


unit_x, unit_w = gauss(0, 1, 120)


def hartree(r):
    r = np.atleast_1d(np.asarray(r, dtype=float))[:, None]
    inner = r[:, 0]**2 * ((unit_x**2 * density(r * unit_x)) @ unit_w)
    s = r + 12 * unit_x
    outer = 12 * ((s * density(s)) @ unit_w)
    return 4 * pi * (inner + outer)


def vc_exact(r):
    r = np.atleast_1d(np.asarray(r, dtype=float))
    return repulsion_potential(r) - hartree(r) / 2


# Wavefunction: local energy by finite differences in six dimensions.
def psi(x):
    return ((1 + np.linalg.norm(x[:3] - x[3:]) / 2) * np.exp(-x @ x / 4))


rng = np.random.default_rng(3)
for trial in range(5):
    x = rng.normal(size=6)
    x[0] += 2.0 if x[0] > x[3] else -2.0
    h = 1e-3
    lap = sum(psi(x + h * e) + psi(x - h * e) - 2 * psi(x)
              for e in np.eye(6)) / h**2
    local = (-lap / 2 / psi(x) + omega**2 * (x @ x) / 2
             + 1 / np.linalg.norm(x[:3] - x[3:]))
    assert abs(local - total_energy) < 1e-5


# Lowest radial eigenvalues: relative motion and Kohn-Sham orbital.
def lowest_radial(prefactor, potential, length, count):
    step = length / (count + 1)
    x = step * np.arange(1, count + 1)
    e, v = eigh_tridiagonal(2 * prefactor / step**2 + potential(x),
                            np.full(count - 1, -prefactor / step**2),
                            select='i', select_range=(0, 0))
    return e[0], x, v[:, 0] / np.sqrt(step)


relative_energy = lowest_radial(1.0, lambda u: u**2 / 16 + 1 / u, 18, 2500)[0]
assert abs(relative_energy + one_electron_energy - total_energy) < 1e-4
ks_energy, x, chi = lowest_radial(
    0.5, lambda r: r**2 / 8 + repulsion_potential(r), 12, 1800)
assert abs(ks_energy - orbital_energy) < 1e-4
assert np.max(abs(2 * chi**2 - 4 * pi * x**2 * density(x))) < 1e-4


# Conditional amplitude of electron 2 when electron 1 sits at distance r.
def conditional_terms(r):
    u, wu = gauss(max(0, r - 10), r + 10, 140)
    c, wc = gauss(-1, 1, 180)
    u, c = u[:, None], c[None, :]
    s2 = r**2 + u**2 + 2 * r * u * c
    weight = 2 * pi * u**2 * np.exp(-s2 / 2) * wu[:, None] * wc[None, :]
    a = 1 + u / 2
    norm = np.sum(weight * a**2)
    repulsion = np.sum(weight * a**2 / u) / norm
    overlap = np.sum(weight * a * (-c / 2)) / norm
    kinetic = 0.5 * (np.sum(weight) / 4 / norm - overlap**2)
    grad2 = 0.25 + a**2 * s2 / 4 - a * (u + r * c) / 2
    excitation = (np.sum(weight * (grad2 / 2 + omega**2 * s2 * a**2 / 2))
                  / norm - one_electron_energy)
    return norm, repulsion, kinetic, excitation


for r in (0.3, 1.0, 2.5, 5.0):
    norm, repulsion, kinetic, excitation = conditional_terms(r)
    assert abs(norm / ((2 * pi)**1.5 * q_function(r)[0]) - 1) < 1e-8
    assert abs(repulsion + kinetic + excitation
               - repulsion_potential(r)) < 1e-8

far = 20.0
far_terms = conditional_terms(far)
assert abs(far_terms[3] * (far + 2)**2 - 0.5) < 0.02
assert far_terms[2] < 0.05 * far_terms[3]
tail_r = 40.0
tail_scaled = tail_r**2 * vc_exact(tail_r)[0]
assert abs(tail_scaled - 0.5 + 4 / tail_r) < 11 / tail_r**2

# Closed values at the centre against the general routines.
vh_centre = 4 * pi * C * (2.25 + np.sqrt(2 / pi) + np.sqrt(pi / 2))
q0 = 1.75 + 2 * np.sqrt(2 / pi)
q2_0 = 0.5 + 2 * np.sqrt(2 / pi) / 3
vc_centre = 0.5 + 0.75 * q2_0 / q0 - vh_centre / 2
assert abs(vh_centre - hartree(0.0)[0]) < 1e-10
assert abs(vc_centre - vc_exact(0.03)[0]) < 2e-4

# PW92 and PBE correlation for a spin-unpolarized density.
ns, ss = sp.symbols('n sigma', positive=True)
rs = (3 / (4 * pi * ns))**sp.Rational(1, 3)
a_pw = 0.0310907
series = (7.5957 * sp.sqrt(rs) + 3.5876 * rs
          + 1.6382 * rs**sp.Rational(3, 2) + 0.49294 * rs**2)
eps_lda = -2 * a_pw * (1 + 0.21370 * rs) * sp.log(1 + 1 / (2 * a_pw * series))
gamma = (1 - np.log(2)) / pi**2
beta = 0.06672455060314922
k_f = (3 * pi**2 * ns)**sp.Rational(1, 3)
t2 = ss * pi / (16 * k_f * ns**2)
a_pbe = beta / gamma / (sp.exp(-eps_lda / gamma) - 1)
y = a_pbe * t2
h_pbe = gamma * sp.log(1 + beta / gamma * t2 * (1 + y) / (1 + y + y**2))
f_lda = ns * eps_lda
f_pbe = ns * (eps_lda + h_pbe)
lda_energy_density = sp.lambdify(ns, f_lda, 'numpy')
lda_potential = sp.lambdify(ns, sp.diff(f_lda, ns), 'numpy')
pbe_energy_density = sp.lambdify((ns, ss), f_pbe, 'numpy')
f_s = sp.diff(f_pbe, ss)
pbe_parts = sp.lambdify((ns, ss), [sp.diff(f_pbe, ns), f_s, sp.diff(f_s, ns),
                                   sp.diff(f_s, ss)], 'numpy', cse=True)


def vc_lda(r):
    return lda_potential(density(np.atleast_1d(r)))


def vc_pbe(r):
    r = np.atleast_1d(np.asarray(r, dtype=float))
    n, n1, n2, lap_n = density_derivatives(r)
    sigma = n1**2
    fn, fs, fns, fss = pbe_parts(n, sigma)
    return fn - 2 * fs * lap_n - 2 * sigma * fns - 4 * sigma * n2 * fss


# Typed functionals against libxc, and the PBE potential against a variation.
r_test = np.linspace(0.1, 3.5, 30)
n_t, g_t = density_derivatives(r_test)[:2]
zero = np.zeros_like(n_t)
lib_lda = libxc.eval_xc('LDA_C_PW_MOD', n_t)[0]
lib_pbe = libxc.eval_xc('GGA_C_PBE', np.array([n_t, g_t, zero, zero]))[0]
assert np.max(abs(lda_energy_density(n_t) / n_t - lib_lda)) < 1e-6
assert np.max(abs(pbe_energy_density(n_t, g_t**2) / n_t - lib_pbe)) < 1e-6

r, w = gauss(0, 9, 220)
w = 4 * pi * r**2 * w
n, n1, n2, lap_n = density_derivatives(r)
for bump, slope in ((np.exp(-r**2), -2 * r * np.exp(-r**2)),
                    (r**2 * np.exp(-r**2), (2 * r - 2 * r**3) * np.exp(-r**2))):
    d = 1e-4
    plus = w @ pbe_energy_density(n + d * bump, (n1 + d * slope)**2)
    minus = w @ pbe_energy_density(n - d * bump, (n1 - d * slope)**2)
    assert abs((plus - minus) / (2 * d) - w @ (vc_pbe(r) * bump)) < 1e-5

# Energies and the virial relation of the correlation potential.
electrons = w @ n
assert abs(electrons - 2) < 1e-9
vc = vc_exact(r)
ts = w @ (n1**2 / n) / 8
external = w @ (n * omega**2 * r**2 / 2)
hartree_energy = w @ (n * hartree(r)) / 2
ec = total_energy - ts - external - hartree_energy / 2
tc = 3 * external - total_energy - ts
virial = -(w @ (vc * (3 * n + r * n1)))
assert abs(virial + ec + tc) < 1e-7
assert ec < 0 < tc
ec_lda = w @ lda_energy_density(n)
ec_pbe = w @ pbe_energy_density(n, n1**2)

# Sign patterns and slopes of the three correlation potentials.
grid = np.linspace(0, 10, 2001)
exact_grid = vc_exact(grid)
assert np.count_nonzero(np.diff(np.sign(exact_grid))) == 2
assert exact_grid[0] > 0 and exact_grid[-1] > 0
zero_in = brentq(lambda s: vc_exact(s)[0], 0.1, 1.0)
zero_out = brentq(lambda s: vc_exact(s)[0], 4.0, 6.0)
well = minimize_scalar(lambda s: vc_exact(s)[0], bounds=(0.5, 4),
                       method='bounded', options={'xatol': 1e-7})
lda_grid = vc_lda(grid[grid <= 8])
assert np.all(lda_grid < 0) and np.all(np.diff(lda_grid) > 0)
inner_grid = grid[grid <= 5]
pbe_grid = vc_pbe(inner_grid)
assert pbe_grid[0] < 0 and vc_pbe(5.0)[0] < 0
assert abs(vc_pbe(6.0)[0]) < 1e-6 and vc_exact(6.0)[0] > 1e-3
crossings = np.flatnonzero(np.diff(np.sign(pbe_grid)))
pbe_zeros = [brentq(lambda s: vc_pbe(s)[0], inner_grid[i], inner_grid[i + 1])
             for i in crossings]


def shape_measures(v):
    p = w * n / electrons
    a, b = v - p @ v, vc - p @ vc
    spread = np.sqrt(p @ b**2)
    return (p @ (a * b) / np.sqrt(p @ a**2) / spread,
            np.sqrt(p @ (a - b)**2), spread)


lda_shape = shape_measures(vc_lda(r))
pbe_shape = shape_measures(vc_pbe(r))
ev = physical_constants['Hartree energy in eV'][0]

print(f"oscillator frequency omega = {omega:.2f} hartree/hbar")
print(f"total energy = {total_energy:.4f} hartree")
print(f"relative-motion energy, diagonalized = {relative_energy:.5f} hartree")
print(f"orbital energy = {orbital_energy:.4f} hartree = "
      f"{orbital_energy * ev:.4f} eV")
print(f"orbital energy, diagonalized = {ks_energy:.5f} hartree")
print(f"density prefactor C = {C:.7f} bohr^-3")
print(f"Q(0) = {q0:.6f}, Q''(0) = {q2_0:.6f} bohr^-2")
print(f"vH(0) = {vh_centre:.6f} hartree")
print(f"exact vc(0) = {vc_centre:.6f} hartree = {vc_centre * ev:.4f} eV")
print("r in bohr, n in bohr^-3, potentials in hartree")
print("   r        n         vH       vxc    vc exact   vc LDA    vc PBE")
for s in (0, 0.5, 1, 1.5, 2, 2.5, 3, 4, 5, 6, 8):
    vh, c = hartree(s)[0], vc_exact(s)[0]
    print(f"{s:4.1f} {density(s):10.3e} {vh:9.5f} {c - vh / 2:9.5f} "
          f"{c:9.5f} {vc_lda(s)[0]:9.5f} {vc_pbe(s)[0]:9.5f}")
print(f"zeros of exact vc: {zero_in:.4f} and {zero_out:.4f} bohr")
print(f"minimum of exact vc: r = {well.x:.4f} bohr")
print(f"depth there: {well.fun:.6f} hartree = {well.fun * ev:.4f} eV")
print("zeros of PBE vc for r <= 5 bohr:",
      ", ".join(f"{z:.4f}" for z in pbe_zeros) or "none")
for label, k in (("lowest", np.argmin(pbe_grid)),
                 ("highest", np.argmax(pbe_grid))):
    print(f"{label} PBE vc for r <= 5 bohr: {pbe_grid[k]:.6f} hartree "
          f"at r = {inner_grid[k]:.3f} bohr")
print(f"r^2 vc at r = {tail_r:.0f} bohr: {tail_scaled:.5f} hartree bohr^2")
print(f"excitation term at r = {far:.0f} bohr: {far_terms[3]:.4e} hartree")
print(f"conditional kinetic term there: {far_terms[2]:.4e} hartree")
print(f"exact vc there: {vc_exact(far)[0]:.4e} hartree")
print(f"Ts = {ts:.6f} hartree, external energy = {external:.6f} hartree")
print(f"Hartree energy = {hartree_energy:.6f} hartree")
print(f"exact Ec = {ec:.6f} hartree, Tc = {tc:.6f} hartree")
print(f"LDA Ec = {ec_lda:.6f} hartree, PBE Ec = {ec_pbe:.6f} hartree")
print(f"integral of n r dvc/dr = {virial:.6f} hartree")
print(f"density-weighted spread of exact vc = {lda_shape[2]:.6f} hartree")
for label, m in (("LDA", lda_shape), ("PBE", pbe_shape)):
    print(f"{label}: correlation with exact vc = {m[0]:.4f}, "
          f"rms error after best shift = {m[1]:.6f} hartree")
print("finished without a failed check")
```

It prints:

```
oscillator frequency omega = 0.50 hartree/hbar
total energy = 2.0000 hartree
relative-motion energy, diagonalized = 1.25000 hartree
orbital energy = 1.2500 hartree = 34.0142 eV
orbital energy, diagonalized = 1.25000 hartree
density prefactor C = 0.0266962 bohr^-3
Q(0) = 3.345769, Q''(0) = 1.031923 bohr^-2
vH(0) = 1.442941 hartree
exact vc(0) = 0.009849 hartree = 0.2680 eV
r in bohr, n in bohr^-3, potentials in hartree
   r        n         vH       vxc    vc exact   vc LDA    vc PBE
 0.0  8.932e-02   1.44294  -0.71162   0.00985  -0.05968  -0.02037
 0.5  8.184e-02   1.39737  -0.70021  -0.00153  -0.05901  -0.02052
 1.0  6.233e-02   1.27410  -0.66008  -0.02303  -0.05694  -0.02405
 1.5  3.856e-02   1.10716  -0.58875  -0.03517  -0.05336  -0.03607
 2.0  1.895e-02   0.93490  -0.50088  -0.03342  -0.04826  -0.05172
 2.5  7.286e-03   0.78385  -0.41654  -0.02461  -0.04178  -0.03525
 3.0  2.175e-03   0.66333  -0.34718  -0.01551  -0.03424  -0.00712
 4.0  8.956e-05   0.49992  -0.25446  -0.00450  -0.01835  -0.00003
 5.0  1.313e-06   0.40000  -0.20025  -0.00025  -0.00655  -0.00000
 6.0  6.878e-09   0.33333  -0.16535   0.00132  -0.00146  -0.00000
 8.0  8.748e-15   0.25000  -0.12300   0.00200  -0.00002  -0.00000
zeros of exact vc: 0.4613 and 5.1082 bohr
minimum of exact vc: r = 1.6638 bohr
depth there: -0.035902 hartree = -0.9769 eV
zeros of PBE vc for r <= 5 bohr: none
lowest PBE vc for r <= 5 bohr: -0.052315 hartree at r = 2.080 bohr
highest PBE vc for r <= 5 bohr: -0.000000 hartree at r = 5.000 bohr
r^2 vc at r = 40 bohr: 0.40600 hartree bohr^2
excitation term at r = 20 bohr: 1.0263e-03 hartree
conditional kinetic term there: 7.2041e-06 hartree
exact vc there: 8.0770e-04 hartree
Ts = 0.635246 hartree, external energy = 0.888139 hartree
Hartree energy = 1.030250 hartree
exact Ec = -0.038510 hartree, Tc = 0.029172 hartree
LDA Ec = -0.086188 hartree, PBE Ec = -0.051367 hartree
integral of n r dvc/dr = 0.009338 hartree
density-weighted spread of exact vc = 0.009538 hartree
LDA: correlation with exact vc = 0.1491, rms error after best shift = 0.011359 hartree
PBE: correlation with exact vc = 0.7483, rms error after best shift = 0.008928 hartree
finished without a failed check
```
